# Lindemann-Hinshelwood pressure dependence of precursor decomposition, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: rate equations for the activated population

### The question and the mechanism

A precursor vapour is carried by an inert gas through a heated line to a growth surface. It should arrive intact, so one wants to know the highest temperature the line can have before too much of the precursor decomposes on the way. Suppose that this temperature has been found at atmospheric pressure, and the process is then moved to 100 Pa. The reaction that destroys the precursor is A → products, with one molecule on the left-hand side. Its rate per molecule might therefore be expected not to depend on the carrier gas at all. It does depend on it, because a molecule must first acquire enough energy to react, and inside the gas it acquires that energy in collisions, here mostly with carrier molecules.

Let A be a precursor molecule with too little internal energy to decompose, A* one with enough, and M a carrier molecule. The mechanism is

$$
\mathrm{A+M}\xrightarrow{k_1}\mathrm{A^*+M},\qquad
\mathrm{A^*+M}\xrightarrow{k_{-1}}\mathrm{A+M},\qquad
\mathrm{A^*}\xrightarrow{k_2}\text{products}.
$$

The star denotes vibrational energy, not electronic excitation. Square brackets denote number densities, so $k_1$ and $k_{-1}$ have the unit m³/s and $k_2$ has the unit s⁻¹. The gas is ideal, its temperature $T$ is uniform and constant, decomposition is irreversible, and reactions on walls are left out. All activated molecules share one value of $k_2$, an assumption examined in the second half. The precursor is so dilute that its collisions with itself can be neglected and $[\mathrm M]$ stays constant. Three rates per molecule then describe everything:

$$
a=k_1[\mathrm M],\qquad b=k_{-1}[\mathrm M],\qquad c=k_2 .
$$

Counting gains and losses gives

$$
\frac{d[\mathrm A]}{dt}=-a[\mathrm A]+b[\mathrm A^*],\qquad
\frac{d[\mathrm A^*]}{dt}=a[\mathrm A]-(b+c)[\mathrm A^*]. \tag{1}
$$

### The steady state

An activated molecule disappears at the rate $b+c$. If this is much faster than the rate $a$ at which activated molecules are supplied, their population remains small and follows $[\mathrm A]$ closely. The derivative $d[\mathrm A^*]/dt$ is then small compared with each of the two terms on the right of its equation, which must nearly cancel:

$$
a[\mathrm A]\simeq(b+c)[\mathrm A^*]
\quad\Longrightarrow\quad
[\mathrm A^*]\simeq\frac{a}{b+c}[\mathrm A].
$$

This does not say that $[\mathrm A^*]$ is constant; it declines slowly together with $[\mathrm A]$. Products form at the rate $c[\mathrm A^*]$, so the decomposition rate is $k_{\rm uni}[\mathrm A]$ with

$$
k_{\rm uni}=\frac{ac}{b+c}=\frac{k_1k_2[\mathrm M]}{k_{-1}[\mathrm M]+k_2}. \tag{2}
$$

This is the Lindemann-Hinshelwood expression.

### How good the steady state is

Equations (1) are linear, so the approximation can be checked against their exact solution. Let both densities vary as $e^{-\lambda t}$. Then $d/dt$ becomes $-\lambda$, and (1) gives

$$
(a-\lambda)[\mathrm A]=b[\mathrm A^*],\qquad
(b+c-\lambda)[\mathrm A^*]=a[\mathrm A].
$$

Multiplying the two equations and cancelling $[\mathrm A][\mathrm A^*]$ gives $(a-\lambda)(b+c-\lambda)=ab$. When the left side is expanded, the term $ab$ cancels, leaving

$$
F(\lambda)\equiv\lambda^2-(a+b+c)\lambda+ac=0. \tag{3}
$$

At the origin $F(0)=ac>0$, while $F(a)=a^2-a(a+b+c)+ac=-ab<0$. The smaller root $\lambda_-$ therefore lies between 0 and $a$, and the larger root $\lambda_+$ lies above $a$. Equation (3) can also be written as $\lambda_-(a+b+c-\lambda_-)=ac$. Because $0<\lambda_-<a$, the bracket lies between $b+c$ and $a+b+c$, so

$$
\frac{ac}{a+b+c}<\lambda_-<\frac{ac}{b+c}=k_{\rm uni}. \tag{4}
$$

The ratio of the upper bound to the lower bound is $1+a/(b+c)$. The error of $k_{\rm uni}$, relative to the true slow rate $\lambda_-$, is therefore positive and less than $a/(b+c)$.

The sum of the roots of (3) is $a+b+c$, which gives $\lambda_+=a+b+c-\lambda_->b+c$. This is the rate at which the initial transient dies out. Its weight is also small. Let $N=[\mathrm A]+[\mathrm A^*]$ be the density of undecomposed precursor, and let there be no activated molecules at $t=0$. Adding the equations in (1) gives $dN/dt=-c[\mathrm A^*]$, so $N$ starts with zero slope. The combination of the two exponentials with this property is

$$
\frac{N(t)}{N(0)}=\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}.
$$

The fast term is smaller than the slow one at the start by the factor $\lambda_-/\lambda_+$, which is less than $a/(b+c)$ because $\lambda_-<a$ and $\lambda_+>b+c$.

The control parameter obeys $a/(b+c)<a/b=k_1/k_{-1}$. This last ratio is the equilibrium ratio of activated to unactivated molecules, and it does not contain the pressure. If activated molecules are rare at thermal equilibrium, the steady state is thus a good approximation at every pressure, including the low pressures at which collisions no longer maintain equilibrium.

### The two limits

At low pressure, $k_{-1}[\mathrm M]\ll k_2$, the first term in the denominator of (2) can be dropped:

$$
k_{\rm uni}\to k_1[\mathrm M],\qquad \text{rate}\to k_1[\mathrm M][\mathrm A]. \tag{5}
$$

Nearly every activated molecule decomposes before its next collision. Activation is the bottleneck, and it takes two molecules. The reaction is second order overall: first order in A and first order in M. In a dilute mixture at fixed carrier density, the precursor still decays exponentially in time. The second-order character appears when the carrier pressure is changed.

At high pressure, $k_{-1}[\mathrm M]\gg k_2$, the second term can be dropped and $[\mathrm M]$ cancels:

$$
k_{\rm uni}\to k_\infty\equiv\frac{k_1k_2}{k_{-1}},\qquad \text{rate}\to k_\infty[\mathrm A]. \tag{6}
$$

Collisions now create and remove activated molecules so often that decomposition barely disturbs their equilibrium population. More carrier gas speeds up both processes equally, and the reaction is first order.

Taking the reciprocal of (2) joins the limits:

$$
\frac1{k_{\rm uni}}=\frac{k_{-1}[\mathrm M]+k_2}{k_1k_2[\mathrm M]}
=\frac1{k_\infty}+\frac1{k_1[\mathrm M]}. \tag{7}
$$

The local order in the carrier is the logarithmic slope at fixed temperature. Since $\ln k_{\rm uni}=\ln(k_1k_2)+\ln[\mathrm M]-\ln(k_{-1}[\mathrm M]+k_2)$,

$$
n\equiv\frac{\partial\ln k_{\rm uni}}{\partial\ln[\mathrm M]}
=1-\frac{k_{-1}[\mathrm M]}{k_{-1}[\mathrm M]+k_2}
=1-\frac{k_{\rm uni}}{k_\infty}. \tag{8}
$$

The total order is $1+n$ and falls smoothly from 2 to 1. The midpoint is at $[\mathrm M]_{1/2}=k_2/k_{-1}$, where $k_{\rm uni}=k_\infty/2$. With $r=[\mathrm M]/[\mathrm M]_{1/2}$, equation (2) becomes $k_{\rm uni}/k_\infty=r/(1+r)$. This equals 0.1 at $r=1/9$ and 0.9 at $r=9$, so the change from 10% to 90% of $k_\infty$ takes a factor of 81 in pressure.

### When the precursor is its own collision partner

Without a carrier, the precursor activates itself. Let its initial density be $A_0$. At low pressure the initial rate is $k_1A_0^2$, which is second order in the precursor. The later course depends on the products, because they may also act as collision partners.

If the products do not activate, $d[\mathrm A]/dt=-k_1[\mathrm A]^2$. Dividing by $-[\mathrm A]^2$ and integrating gives

$$
\frac1{[\mathrm A]}-\frac1{A_0}=k_1t .
$$

If instead each decomposed molecule leaves behind one equally effective partner, the density of partners remains $A_0$. Then $d[\mathrm A]/dt=-k_1A_0[\mathrm A]$, and the decay is exponential, $[\mathrm A]=A_0e^{-k_1A_0t}$. Its rate constant is proportional to the initial pressure. At $k_1A_0t=2$ the two formulas leave the fractions $1/3$ and $e^{-2}=0.135$. Integration of the full rate equations deep in the low-pressure regime gives 0.3335 and 0.1356. An exponential decay in a single run is therefore no proof of the high-pressure limit; the initial pressure has to be varied. At high pressure both kinds of product give exponential decay with $k_\infty$, as long as the remaining partners are dense enough to keep the reaction in that limit.

### The rate of activation

Equation (2) needs a value for $k_1$, which depends on how often a molecule holds enough energy to react. Following Hinshelwood, we count the energy stored in many vibrations. Take $s$ independent classical harmonic oscillators and measure energy per mole in units of $RT$, $u=E/RT$. For one oscillator, the phase-space area with energy below $E$ is an ellipse whose area is proportional to $E$. Equal energy intervals thus have equal weight, and the normalized Boltzmann distribution is $e^{-u}$. For $s$ oscillators the distribution is

$$
f_s(u)=\frac{u^{s-1}e^{-u}}{(s-1)!}. \tag{9}
$$

This holds for $s=1$. If it holds for $s$, adding one more oscillator gives

$$
f_{s+1}(u)=\int_0^u\frac{v^{s-1}e^{-v}}{(s-1)!}\,e^{-(u-v)}dv
=\frac{e^{-u}}{(s-1)!}\,\frac{u^s}{s}=\frac{u^se^{-u}}{s!},
$$

so it holds for every $s$.

Let $E_0$ be the threshold energy and $x=E_0/RT$. The activated fraction at equilibrium is $Q_s=\int_x^\infty f_s\,du$. Integration by parts, with $e^{-u}$ as the factor that is integrated, gives $Q_s=x^{s-1}e^{-x}/(s-1)!+Q_{s-1}$, and $Q_1=e^{-x}$. Repeating this step down to $s=1$ yields

$$
Q=e^{-x}\sum_{j=0}^{s-1}\frac{x^j}{j!},\qquad
L=\frac{x^{s-1}e^{-x}}{(s-1)!}. \tag{10}
$$

Here $L$ is the last term of the sum, which dominates when $x$ is much larger than $s$.

Assume strong collisions: each collision replaces the energy of the molecule by a fresh draw from the Boltzmann distribution. If $Z$ is the collision rate constant, then

$$
k_1=ZQ,\qquad k_{-1}=Z(1-Q)\simeq Z,\qquad Z=\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}}, \tag{11}
$$

where $d$ is the hard-sphere collision diameter, $\mu$ the reduced mass, and the square root the mean relative speed. For $Q\ll1$ it follows that $k_\infty=k_2Q$.

### A model precursor at 600 K

Take round parameters: masses of 200 u for the precursor and 30 u for the carrier, $d=0.6$ nm, $E_0=200$ kJ/mol, $s=10$ and $k_2=10^7$ s⁻¹. Then $x=200000/(8.314\times600)=40.09$ and $e^{-x}=3.88\times10^{-18}$. The sum in (10) is $9.43\times10^8$, so $Q=3.66\times10^{-9}$. Energy spread over ten classical oscillators makes activation almost a billion times more likely than the bare exponential suggests. In a real molecule, vibrations whose quantum $h\nu$ is comparable with $k_BT$ or larger contribute much less, so this factor belongs to the classical model and is not an estimate for a particular precursor. The last term alone gives $L=0.782\,Q$.

With $\mu=26.09$ u, equation (11) gives $Z=7.89\times10^{-16}$ m³/s, hence

$$
k_1=2.89\times10^{-24}\ \text{m}^3/\text{s},\qquad
k_\infty=10^7\times3.66\times10^{-9}=0.0366\ \text{s}^{-1}.
$$

The midpoint density is $10^7/(7.89\times10^{-16})=1.27\times10^{22}$ m⁻³. Multiplication by $k_BT$ turns it into a pressure of 105 Pa, or 0.787 Torr. The range from 10% to 90% of $k_\infty$ extends from 11.7 to 945 Pa.

| $p$ (Pa) | $k_{\rm uni}$ (s⁻¹) | total order |
|---:|---:|---:|
| 1 | 0.000345 | 1.99 |
| 10 | 0.00318 | 1.91 |
| 100 | 0.0178 | 1.51 |
| 1000 | 0.0331 | 1.095 |
| 10000 | 0.0362 | 1.01 |
| 100000 | 0.0365 | 1.00 |

At these six pressures, the slow rate found by diagonalizing the two-state rate matrix agrees with (2) to within one part in a million.

## Second derivation: the history of one molecule

### Symbols and results carried over

An unactivated precursor molecule A is activated at the rate $a=k_1[\mathrm M]$. An activated molecule A* is deactivated at the rate $b=k_{-1}[\mathrm M]$ and decomposes at the rate $c=k_2$. The rate equations gave $k_{\rm uni}=ac/(b+c)$, the high-pressure limit $k_\infty=k_1k_2/k_{-1}$, and the order in the carrier $n=1-k_{\rm uni}/k_\infty$. For $s$ classical oscillators with threshold $E_0$ and $x=E_0/RT$, the distribution of $u=E/RT$ is $f(u)=u^{s-1}e^{-u}/(s-1)!$. The activated fraction is $Q=\int_x^\infty f\,du$, and $L=x^{s-1}e^{-x}/(s-1)!$. Strong collisions occur at the rate $\omega=Z[\mathrm M]$, with $k_1=ZQ$ and $k_{-1}\simeq Z$ when $Q\ll1$.

The rate equations have given $k_{\rm uni}$, its second-order and first-order limits, and a bound on the error of the steady state. It remains to derive the same expression from the history of one molecule, to find the highest allowed line temperature at each pressure, and to examine the assumption that all activated molecules share one $k_2$.

Numbers in the example were calculated in double precision.
